Two-electron donor-acceptor stabilisation with nonorthogonal orbitals

**A special case**

Let a donor orbital d hold two electrons, and let an empty acceptor orbital a overlap it. Both orbitals are real and normalised, and the overlap is S = ⟨d|a⟩. Suppose that d is already an eigenfunction of the one-electron Hamiltonian H, with Hd = ε_d d. The element between the two orbitals is then

H_da = ⟨d|H|a⟩ = ε_d S,

which is not zero. Does it stabilise the electrons? Take ψ = d + λa with real λ, and write ε_a = ⟨a|H|a⟩. Then

⟨ψ|H|ψ⟩ = ε_d + 2λε_d S + λ²ε_a,
⟨ψ|ψ⟩ = 1 + 2λS + λ².

Subtracting ε_d times the second line from the first gives

⟨ψ|H − ε_d|ψ⟩ = λ²(ε_a − ε_d).

For ε_a > ε_d this is never negative, so mixing in a cannot lower the energy. The whole of H_da was the donor energy carried along by the overlap. If d is not an eigenfunction, what remains after removing this part should do the work:

β = H_da − ε_d S. (1)

**Setting and theorem**

The assumptions are these.

(a) H is a fixed, Hermitian one-electron operator, with ε_d = H_dd, ε_a = H_aa and Δ = ε_a − ε_d > 0.

(b) All other orbitals are frozen and orthogonal to d and a. The pair may use any normalised combination of d and a, both electrons sharing it with opposite spins.

(c) The overlap and the coupling are small together: S = ts and β = tb, with s, b and Δ fixed and t → 0.

The pair energy is twice the orbital energy. Electron repulsion enters explicitly in Theorem 2.

**Theorem 1.** The lowest orbital energy is E = ε_d − x with

x = (β²/Δ)[1 + 2βS/Δ − β²/Δ² + O(t⁴)], (2)

and the two electrons are stabilised by

ΔE = −2x ≈ −2(H_da − ε_d S)²/(ε_a − ε_d). (3)

**Lemma 1.** For ψ = d + λa the energy quotient obeys, without approximation,

E(λ) − ε_d = (2λβ + λ²Δ)/(1 + 2λS + λ²). (4)

Proof. The numerator of E(λ) is ε_d + 2λH_da + λ²ε_a. Subtract ε_d(1 + 2λS + λ²). The constants cancel, the terms linear in λ give 2λ(H_da − ε_d S) = 2λβ, and the quadratic terms give λ²Δ. ∎

The lemma shows where the donor energy comes from. The mixing starts from the donor, so the energy change is measured from ε_d, and the change of norm, 2λS, is charged at that energy. At leading order the denominator of (4) is 1. The minimum of 2λβ + λ²Δ follows from 2β + 2λΔ = 0, so

λ = −β/Δ, E − ε_d = −2β²/Δ + β²/Δ = −β²/Δ.

**Proof of Theorem 1.** The secular equation in the space of d and a is

(ε_d − E)(ε_a − E) = (H_da − ES)².

Put E = ε_d − x. Then ε_d − E = x, ε_a − E = Δ + x and H_da − ES = β + xS, so

x(Δ + x) = (β + xS)². (5)

Expand both sides and collect powers of x:

(1 − S²)x² + (Δ − 2βS)x − β² = 0. (6)

The product of the roots is −β²/(1 − S²), so for β ≠ 0 one root is positive and one negative. The positive one gives the lowest E. With A = 1 − S² and B = Δ − 2βS,

x = [−B + √(B² + 4Aβ²)]/(2A) = 2β²/[B + √(B² + 4Aβ²)]. (7)

The second form follows on multiplying above and below by B + √(B² + 4Aβ²). For small t, B is positive, and

√(B² + 4Aβ²) = B[1 + 2Aβ²/B² + O(t⁴)].

The denominator in (7) is therefore 2B[1 + Aβ²/B² + O(t⁴)], and

x = (β²/B)[1 − Aβ²/B² + O(t⁴)].

Since βS is of order t², 1/B = (1/Δ)[1 + 2βS/Δ + O(t⁴)], while Aβ²/B² = β²/Δ² + O(t⁴). Multiplying the brackets gives (2). Two electrons double −x. ∎

**Numbers for a small coupling.** Take ε_d = −10 eV, ε_a = −2 eV, H_da = −0.150 eV and S = 0.010. Then Δ = 8 eV and

β = −0.150 − (−10)(0.010) = −0.050 eV.

Two thirds of H_da is the inert part of the special case. The leading lowering per electron is 0.050²/8 eV = 0.3125 meV, and the secular equation gives 0.31245 meV. The relative correction from (2) is −1.25 × 10⁻⁴ − 0.39 × 10⁻⁴ = −1.64 × 10⁻⁴, which accounts for the difference.

**Remark 1: the zero of energy.** Replace H by H + c. Then H_da becomes H_da + cS and ε_d becomes ε_d + c, so β and Δ do not change. The expression −2H_da²/Δ does change, and so cannot be a physical energy. This argument alone does not single out the donor energy, because H_da − ηS is also invariant when η is ε_a or the mean of ε_d and ε_a. The special case decides: the coupling must vanish when d is an eigenfunction. In the numerical case, ε_a in place of ε_d gives a coupling of −0.130 eV and a lowering 6.8 times too large; the mean gives −0.090 eV and a factor of 3.2.

**Remark 2: equal levels.** Formula (3) fails when |β| is not small compared with Δ. At Δ = 0, equation (5) reads x² = (β + xS)². For β < 0 < S the positive root satisfies x = −(β + xS), so

x = |β|/(1 + S).

The stabilisation is then linear in the coupling, and the electrons are shared instead of slightly displaced.

**Remark 3: a filled acceptor.** If a also holds two electrons, both roots are occupied. By (6) the two values of x add to −(Δ − 2βS)/(1 − S²), so the two energies add to 2ε_d + (Δ − 2βS)/(1 − S²). Subtract the initial sum 2ε_d + Δ and double for spin:

ΔE₄ = 2(S²Δ − 2βS)/(1 − S²) = −4S(β − SΔ/2)/(1 − S²).

Since β − SΔ/2 = H_da − S(ε_d + ε_a)/2, the mean energy belongs to this four-electron problem. For βS < 0 the result is positive, a repulsion. An empty acceptor is thus essential to (3).

**Two orthogonal descriptions**

**Lemma 2.** Orthogonalise the acceptor to the donor, a′ = (a − Sd)/√(1 − S²). Then

H_da′ = β/√(1 − S²), Δ′ = H_a′a′ − ε_d = (Δ − 2βS)/(1 − S²). (8)

Proof. The first relation is (H_da − Sε_d)/√(1 − S²). For the second,

H_a′a′ = (ε_a − 2SH_da + S²ε_d)/(1 − S²).

Subtracting ε_d gives the numerator

ε_a − 2SH_da + S²ε_d − ε_d + S²ε_d = Δ − 2S(H_da − Sε_d) = Δ − 2βS. ∎

Ordinary second-order theory with d and a′ gives a lowering

H_da′²/Δ′ = β²/(Δ − 2βS), (9)

because the factors 1 − S² cancel. It agrees with (3) at leading order and also contains the overlap correction 2βS/Δ of (2).

**Lemma 3.** Symmetric orthogonalisation gives the coupling β − SΔ/2 at leading order, yet the same stabilisation.

Proof. The overlap matrix is 1 + Sσ, where σ exchanges d and a and σ² = 1. Its inverse square root is 1 − Sσ/2 + 3S²/8 + O(S³). To second order the transformed Hamiltonian matrix is

H − (S/2)(σH + Hσ) + (3S²/4)H + (S²/4)σHσ.

Its donor element is

ε_d − SH_da + (3/4)S²ε_d + (1/4)S²ε_a = ε_d − Sβ + S²Δ/4,

where H_da = β + ε_d S was inserted. Its off-diagonal element, to first order in t, is

H_da − S(ε_d + ε_a)/2 = β − SΔ/2.

The second-order energy from this coupling is

−(β − SΔ/2)²/Δ = −β²/Δ + βS − S²Δ/4.

Adding the donor shift −Sβ + S²Δ/4 leaves −β²/Δ. ∎

The coupling therefore depends on the basis, and has a meaning only together with the reference level that goes with it. In the numerical case the symmetric coupling is −0.090 eV, the donor shift is +0.700 meV and the coupling term is −1.013 meV. Their sum, −0.313 meV, is the leading result again.

**What the coupling measures**

**Proposition.** Let H = T + V_D + V, where T is the kinetic energy, V_D the donor's own potential and V that of the acceptor. If (T + V_D)d = E_D d, then

β = V_da − S V_dd. (10)

Proof. T + V_D is Hermitian, so it may act to the left on d, which gives H_da = E_D S + V_da. Also ε_d = E_D + V_dd. In H_da − ε_d S the terms E_D S cancel. ∎

The donor's binding energy drops out. What couples the orbitals is the acceptor's potential acting in the overlap region, less its average over the donor times S. A potential that is constant over both orbitals has V_da = S V_dd and gives no coupling.

A one-dimensional case in atomic units illustrates this. The donor well is −exp[−(x + 1.5)²] and the acceptor well is −0.5 exp[−(x − 1.5)²], with each orbital the ground state of its own well. Definition (1) and equation (10), evaluated separately on a grid, both give β = −0.959 eV.

**Explicit electron repulsion**

Now let the pair have the Hamiltonian h(1) + h(2) + 1/r₁₂ in atomic units, where h contains the kinetic energy, the attraction of the nuclei and the mean field of the frozen orbitals. Write (pq|rs) for the repulsion between the charge distributions pq and rs. The Fock operator with both electrons in d has the elements

F_pq = h_pq + 2(pq|dd) − (pd|dq),

so that

F_dd = h_dd + (dd|dd), F_da = h_da + (dd|da). (11)

From here on ε_d = F_dd, ε_a = F_aa and β = F_da − ε_d S. Consider two singlet configurations, given by their spatial parts:

Φ₀ = d(1)d(2),
Φ₁ = [d(1)a(2) + a(1)d(2)]/N, N = √(2 + 2S²).

Let E₀ and E₁ be their energies and G = E₁ − E₀.

**Theorem 2.** The effective coupling of the two configurations is

W = H₀₁ − E₀S₀₁ = √2 β/√(1 + S²). (12)

If S and β are of order t and G stays above a fixed positive value, the leading stabilisation within these two configurations is

ΔE = −2β²/G. (13)

Proof. Each of the two products in Φ₁ has overlap S with Φ₀, so S₀₁ = 2S/N. Each contributes h_dd S + h_da from the one-electron terms and (dd|da) from the repulsion, so

H₀₁ = (2/N)[h_dd S + h_da + (dd|da)].

With E₀ = 2h_dd + (dd|dd),

W = (2/N)[h_dd S + h_da + (dd|da) − 2h_dd S − (dd|dd)S]
= (2/N)[h_da + (dd|da) − S(h_dd + (dd|dd))]
= (2/N)(F_da − F_dd S).

Since 2/N = √2/√(1 + S²), this is (12). Equation (5) used nothing about the two states except their matrix elements, so it holds here with E₀, G, S₀₁ and W in place of ε_d, Δ, S and β. The lowering is W²/G at leading order, and W² = 2β² up to a relative correction of order S². ∎

The factor 2 now arises from the square of √2: either electron can be transferred. There is no further doubling, because E₀ and E₁ are energies of the whole pair.

**The gap.** Orthogonalising a to d leaves the two-configuration space unchanged, because

d(1)a(2) + a(1)d(2) = 2S d(1)d(2) + √(1 − S²)[d(1)a′(2) + a′(1)d(2)].

Let J = (dd|a′a′) and K = (da′|da′). The normalised transfer configuration has energy h_dd + h_a′a′ + J + K, so its gap is

G′ = h_a′a′ − h_dd − (dd|dd) + J + K.

Since F_a′a′ = h_a′a′ + 2J − K, this becomes

G′ = Δ′ − J + 2K. (14)

The empty level of the Fock operator belongs to an electron that feels both donor electrons. After a transfer only one is left on the donor. Hence J is subtracted, which is the attraction between the transferred electron and the hole. Using the orbital gap in (3) means neglecting J − 2K at leading order; the relation is exact for Δ′ and G′, while Δ − G differs from J − 2K by terms of order t².

**Corollary: a self-consistent pair.** Suppose instead that both electrons stay in one orbital φ = cos θ d + sin θ a′. To second order in θ the charge distribution φφ is (1 − θ²)dd + 2θ da′ + θ²a′a′. The one-electron energy is

2h_φφ = 2h_dd + 4θh_da′ + 2θ²(h_a′a′ − h_dd),

and the repulsion is

(φφ|φφ) = (dd|dd)(1 − 2θ²) + 4θ(dd|da′) + θ²(2J + 4K).

The linear terms add to 4θF_da′. The quadratic ones add to

2θ²[h_a′a′ − h_dd − (dd|dd) + J + 2K] = 2θ²(Δ′ − J + 3K).

The minimum of 4θF + 2θ²g is −2F²/g, so for g = Δ′ − J + 3K > 0

ΔE = −2F_da′²/(Δ′ − J + 3K). (15)

This mean-field result has the same coupling as (13), and its gap differs from (14) by one K.

**Ammonia and alane**

The example treats NH₃ as donor and planar AlH₃ as acceptor in the Hartree-Fock approximation with the 6-31G* basis. The chosen bond lengths are 1.01 Å for N–H and 1.60 Å for Al–H. The N–H bonds point away from aluminium at 68° to the Al–N axis. The donor orbital is the highest occupied orbital of ammonia, and the acceptor orbital is the lowest empty one of alane. All other occupied orbitals are projected out of both, as assumption (b) requires. F is built from the unrelaxed fragments placed together.

At an Al–N distance of 2.1 Å, S = 0.2649, F_da = −4.592 eV and ε_d = −14.283 eV, so

β = −4.592 + 14.283 × 0.2649 = −0.81 eV.

More than four fifths of F_da is removed. With the orbital gap of 16.01 eV, (3) gives

ΔE = −2 × 0.809²/16.01 = −0.082 eV (−7.9 kJ/mol),

and the secular equation with the same fixed F gives −0.079 eV. Without the overlap term the formula would give −2 × 4.592²/16.01 = −2.6 eV, some thirty times too much. That figure is also arbitrary: at 3.0 Å, moving the zero of energy by 5 eV changes the corresponding value from −1.75 to −0.78 eV.

With explicit repulsion the gap is G = 9.72 eV, and (13) gives

ΔE = −2 × 0.809²/9.72 = −0.135 eV (−13.0 kJ/mol).

The two-configuration solution is −0.115 eV, so the leading term is 17% too large relative to it. Most of this excess comes from the overlap. After orthogonalisation, (14) gives G′ = 17.675 − 6.270 + 2 × 0.352 = 12.11 eV, and F_da′² = 0.809²/(1 − 0.265²) = 0.704 eV². The estimate 2 × 0.704/12.11 = 0.116 eV is within about 1% of the solution. For the self-consistent pair, (15) has the gap 12.46 eV and gives −0.113 eV; the full minimisation over the mixing gives −0.110 eV.

In the same 6-31G* basis the coupling β at 3.0, 4.0 and 5.0 Å is −0.62, −0.37 and −0.18 eV, and (13) gives −0.092, −0.030 and −0.0068 eV. Relative to the two-configuration solutions the leading term is 13% and 4% too large at the first two distances, and agrees to the printed digits at the third. This is the approach to the limit that Theorem 2 describes.

The molecular values also depend on the basis. At 2.1 Å, β changes from −0.81 eV to −0.77 eV in the larger def2-TZVP basis and to −0.76 eV in 6-31+G*, which adds diffuse functions. The estimate from (13) changes from −0.135 eV to −0.123 and −0.112 eV. At larger distances the dependence is far stronger, and part of β does not come from the acceptor's potential at all. The ammonia orbital is an eigenfunction of its Fock operator only within its own basis, so the cancellation behind (10) is incomplete. If the nuclei and electrons of alane are removed and only its basis functions are kept, the coupling in 6-31G* is still about −0.27 eV at 3.0 Å and −0.17 eV at 5.0 Å, against −0.62 and −0.18 eV with alane present; in def2-TZVP it is about −0.08 of −0.10 eV at 5.0 Å. At 3.0 Å the estimate is −0.092 eV in 6-31G*, but −0.039 eV in def2-TZVP and −0.027 eV in 6-31+G*; at 5.0 Å the three values are −0.0068, −0.0019 and −0.0001 eV. In all three bases the leading term approaches the two-configuration solution as the distance grows. The long-range values illustrate that convergence, and should not be read as the decay of the real interaction.

**What the pair leaves out.** At 2.1 Å, releasing all orbitals lowers the Hartree-Fock energy by 0.685 eV, against 0.110 eV for the self-consistent pair. In this basis the two chosen orbitals thus give about one sixth of the relaxation. Part of the relaxation is an artefact of the finite basis, since the fragments borrow each other's functions; the counterpoise estimate of this superposition error is 0.137 eV. Some of it may already be in the pair's 0.110 eV, because the donor can borrow the acceptor orbital too. The relaxation beyond the pair needs other orbitals, and the calculation does not divide it into polarisation, further charge transfer and superposition error. In 6-31G* the unrelaxed fragments already attract by 0.353 eV, a net value for electrostatics and exclusion repulsion. Together,

−0.353 − 0.685 + 0.137 = −0.901 eV

is the Hartree-Fock interaction at fixed fragment geometry, corrected for superposition. This sum is steadier than its parts. In 6-31+G* it is −0.857 eV. In def2-TZVP it is −0.899 eV, but the unrelaxed fragments attract by only 0.025 eV, the relaxation is −0.905 eV and the superposition error is 0.031 eV. The self-consistent pair then gives −0.101 eV, about one ninth of the relaxation. Electron correlation at second-order Møller-Plesset level adds −0.084 eV in 6-31G*, −0.067 eV in 6-31+G* and −0.145 eV in def2-TZVP, so only its sign and rough size can be relied on. Bending the Al–H bonds by 10° away from nitrogen lowers the Hartree-Fock energy of the adduct by a further 0.246 eV; this angle was not optimised.

**The real precursor case.** Ammonia and trimethylaluminium form an adduct of this kind when they meet in the gas lines of nitride deposition. Alane is a small stand-in, and the effect of the methyl groups was not computed. An Al–N distance near 2.1 Å is a rough typical value for such adducts. The assumption that fails most clearly is (b), and it fails in two ways. With the other occupied orbitals still frozen, letting the pair use every empty orbital instead of a alone changes the relaxation energy from −0.110 to about −0.37 eV; releasing the other occupied orbitals as well takes it to −0.685 eV, superposition error included. In def2-TZVP the three values are −0.10, −0.57 and −0.91 eV. Nor is any of these energies a free energy. At 400 K and 1 Torr, rough values for a heated line, the loss of translational entropy alone costs 0.83 eV for ammonia and alane, comparable with the whole interaction. Because two gas particles become one, this cost falls by kT ln 10 = 0.08 eV for each tenfold rise in pressure at fixed temperature. Rotation and vibration are not included, so the numbers do not settle how much adduct is present.

Formula (13) is therefore an estimate of one contribution to the bond. It can serve to compare donors or acceptors when the chosen pair carries most of the difference between them, a condition to be established for each series. The remaining printed values are in the numerical output below.

Computed values

```
MODEL: e_d = -10.0 eV, e_a = -2.0 eV
H_da = -0.150 eV, S = 0.010, beta = -0.050 eV
one-electron lowering, secular: 0.312449 meV
one-electron lowering, leading: 0.312500 meV
mixing a/d: 0.006249, -beta/gap: 0.006250
overestimate factor using e_a: 6.76, mean: 3.24
symmetric orthog.: coupling -0.0900 eV
  donor shift 0.7001 meV, coupling term -1.0127 meV
GRID WELLS: beta from H -0.958746 eV, from V -0.958746 eV
NH3 + AlH3, HF/6-31G*: N-H 1.01 A, Al-H 1.60 A, tilt 68 deg
Al-N 2.1 A: S = 0.2649, F_da = -4.5919 eV, beta = -0.8089 eV
  e_d = -14.283, e_a = 1.724, orbital gap = 16.007, CT gap = 9.722 eV
  fixed F: leading -0.0817 eV, 2x2 secular -0.0794 eV
  repulsion: leading -0.1346 eV, two configurations -0.1151 eV
Al-N 3.0 A: S = 0.2285, F_da = -3.4613 eV, beta = -0.6210 eV
  e_d = -12.428, e_a = 1.294, orbital gap = 13.722, CT gap = 8.378 eV
  fixed F: leading -0.0562 eV, 2x2 secular -0.0550 eV
  repulsion: leading -0.0921 eV, two configurations -0.0815 eV
Al-N 4.0 A: S = 0.1214, F_da = -1.8062 eV, beta = -0.3684 eV
  e_d = -11.844, e_a = 1.316, orbital gap = 13.160, CT gap = 8.960 eV
  fixed F: leading -0.0206 eV, 2x2 secular -0.0205 eV
  repulsion: leading -0.0303 eV, two configurations -0.0292 eV
Al-N 5.0 A: S = 0.0437, F_da = -0.6898 eV, beta = -0.1811 eV
  e_d = -11.644, e_a = 1.223, orbital gap = 12.867, CT gap = 9.603 eV
  fixed F: leading -0.0051 eV, 2x2 secular -0.0051 eV
  repulsion: leading -0.0068 eV, two configurations -0.0068 eV
At 2.1 A, orthogonalised acceptor:
  gap 17.675 eV, J 6.270 eV, K 0.352 eV
Main results at 2.1 A: fixed F -7.9, CT gap -13.0 kJ/mol
Energy zero moved by 5.0 eV at 3.0 A:
  naive -2 F_da^2/gap: -1.7462 -> -0.7836 eV
LEFT OUT, at 2.1 A:
  self-consistent pair lowering: -0.110 eV
  relaxation of all orbitals: -0.685 eV
  frozen-fragment interaction: -0.353 eV
  basis superposition (HF): 0.137 eV
  HF interaction, counterpoise: -0.901 eV
  MP2 correlation part, counterpoise: -0.084 eV
  bending AlH3 by 10 deg changes HF energy: -0.246 eV
  T x translational entropy loss, 400 K, 1 Torr: 0.828 eV
```
